# How a rhombohedral distortion splits the 111 powder line but not 200, part 1

(Sections cited here and not found follow in the second part.)

## I. Symmetry, spacings and multiplicities

### The form fixed by symmetry

A cube of edge \(a\) is deformed so that its three edges \(\mathbf a_1,\mathbf a_2,\mathbf a_3\) keep a common length \(a\) and enclose a common angle \(\alpha\) near, but not equal to, \(90^\circ\). This cell is rhombohedral. Its planes keep the indices \(h,k,l\) that they had in the cube. The cell may contain further lattice points, such as face centres; it need not be primitive.

The only length in the problem is \(a\), so a plane spacing \(d\) must be \(a\) times a function of \(\alpha\) and the indices. As shown below, \(1/d^2\) is a quadratic form in the indices. The three edges are equivalent, so this form cannot change when the indices are permuted. There are only two independent quadratic expressions with that property: the sum of the squares and the sum of the pair products. Define

\[
S=h^2+k^2+l^2,\qquad n=h+k+l. \tag{1}
\]

Since \(n^2=S+2(hk+kl+lh)\), the pair products can be expressed through \(n^2\) and \(S\). Therefore

\[
\frac1{d^2}=\frac{A\,S+B\,n^2}{a^2}, \tag{2}
\]

where \(A\) and \(B\) are dimensionless functions of \(\alpha\). For the undistorted cube \(A=1\) and \(B=0\).

Equation (2) already contains the pattern of lines. A cubic family, meaning all planes obtained from one another by permuting the indices and changing their signs, has a single value of \(S\). A spacing can differ within the family only through \(n^2\). The eight members of the 111 family give

\[
\begin{aligned}
\pm(111):&\qquad n^2=9,\\
\pm(11\bar1),\ \pm(1\bar11),\ \pm(\bar111):&\qquad n^2=1,
\end{aligned} \tag{3}
\]

where a bar denotes a minus sign. The first row has two members and the second has six. The 200 family consists of \(\pm(200)\), \(\pm(020)\) and \(\pm(002)\). All six have \(n^2=4\). Thus 200 has one spacing, and 111 has two spacings if \(B\neq0\).

The same counting follows from the symmetry operations. The distorted cell retains a threefold axis along \(\mathbf a_1+\mathbf a_2+\mathbf a_3\). A rotation about it permutes the indices cyclically. It carries 200 into 020 and then into 002, but it leaves 111 where it is. It carries \(11\bar1\) into \(\bar111\) and then into \(1\bar11\). Opposite normals have equal spacings, because they describe the same set of planes. This doubles each count and gives one set of six for 200, and sets of two and six for 111. Symmetry guarantees equal spacings within each set. It does not say how far apart the two 111 spacings lie; for that, \(A\) and \(B\) are needed.

### From the cell to the spacing

Let \(\mathbf g\) be the vector defined by

\[
\mathbf g\cdot\mathbf a_1=h,\qquad
\mathbf g\cdot\mathbf a_2=k,\qquad
\mathbf g\cdot\mathbf a_3=l. \tag{4}
\]

The planes \(hkl\) are the surfaces \(\mathbf g\cdot\mathbf r=\text{integer}\). They are perpendicular to \(\mathbf g\). Moving a distance \(d\) along the normal changes \(\mathbf g\cdot\mathbf r\) by \(|\mathbf g|d\), and the next plane is reached when this change is one. Hence \(d=1/|\mathbf g|\). With this definition, 200 denotes planes half as far apart as those of 100, which is the spacing that enters Bragg's law for the 200 reflection.

Write \(\mathbf g=\sum_j g_j\mathbf a_j\), and collect the scalar products of the edges in the metric matrix \(G_{ij}=\mathbf a_i\cdot\mathbf a_j\). Let \(\mathbf h\) be the column of the three indices and \(\boldsymbol\gamma\) the column of the three components \(g_j\). Equation (4) becomes \(\mathbf h=G\boldsymbol\gamma\), so \(\boldsymbol\gamma=G^{-1}\mathbf h\). Because \(G\) is symmetric,

\[
\frac1{d^2}=|\mathbf g|^2
=\boldsymbol\gamma^{T}G\boldsymbol\gamma
=\mathbf h^{T}G^{-1}\mathbf h. \tag{5}
\]

This is the quadratic form assumed in (2).

Set \(c=\cos\alpha\). The diagonal elements of \(G\) are \(a^2\), and all others are \(a^2c\). With \(I\) the unit matrix and \(J\) the \(3\times3\) matrix whose elements are all one,

\[
G=a^2\left[(1-c)I+cJ\right]. \tag{6}
\]

The inverse must have the same symmetry under permutations, so try \(G^{-1}=(AI+BJ)/a^2\). Each element of \(J^2\) is a sum of three ones; therefore \(J^2=3J\). Multiplication gives

\[
GG^{-1}=(1-c)A\,I+\left[(1-c)B+cA+3cB\right]J. \tag{7}
\]

This equals \(I\) if the coefficient of \(I\) is one and that of \(J\) is zero. The latter condition is \((1+2c)B=-cA\). Thus

\[
A=\frac1{1-c},\qquad
B=-\frac{c}{(1-c)(1+2c)}. \tag{8}
\]

Inserting these coefficients in (2) gives

\[
\frac1{d^2}=\frac{1}{a^2(1-c)}
\left[S-\frac{c\,n^2}{1+2c}\right]. \tag{9}
\]

A three-dimensional cell requires \(-1/2<c<1\). To see this, apply (6) to a vector with equal components, for which \(J\) gives a factor three, and to vectors whose components sum to zero, for which \(J\) gives zero. The eigenvalues of \(G\) are then \(a^2(1+2c)\) once and \(a^2(1-c)\) twice. Both must be positive, since \(\boldsymbol\gamma^TG\boldsymbol\gamma\) is a squared length. In this range \(B\) vanishes only at \(c=0\). Every nonzero rhombohedral distortion therefore separates the two 111 spacings.

### The two 111 spacings and the single 200 spacing

For \(\pm(111)\), set \(S=3\) and \(n^2=9\) in (9):

\[
\frac1{d_{111}^2}
=\frac{3(1+2c)-9c}{a^2(1-c)(1+2c)}
=\frac{3(1-c)}{a^2(1-c)(1+2c)}.
\]

After cancellation,

\[
d_{111}=a\sqrt{\frac{1+2c}{3}}. \tag{10}
\]

There is a direct geometric check. The body diagonal \(\mathbf a_1+\mathbf a_2+\mathbf a_3\) is normal to these planes, and by (4) \(\mathbf g\cdot\mathbf r\) increases by three along it. Its length is therefore three spacings. Its squared length is the sum of all elements of \(G\), namely \(3a^2+6a^2c\). One third of the length is again (10).

For the other six normals, set \(S=3\) and \(n^2=1\):

\[
\frac1{d_{11\bar1}^2}
=\frac{3(1+2c)-c}{a^2(1-c)(1+2c)}
=\frac{3+5c}{a^2(1-c)(1+2c)},
\]

and hence

\[
d_{11\bar1}=a\sqrt{\frac{(1-c)(1+2c)}{3+5c}}. \tag{11}
\]

The sign of the splitting follows most directly from (2):

\[
\frac1{d_{11\bar1}^2}-\frac1{d_{111}^2}
=\frac{(1-9)B}{a^2}
=\frac{8c}{a^2(1-c)(1+2c)}. \tag{12}
\]

If \(\alpha<90^\circ\), then \(c>0\), the cell is stretched along its threefold axis, and the twofold component has the larger spacing. If \(\alpha>90^\circ\), the cell is flattened along that axis and the order is reversed. The multiplicities stay attached to their normals.

For all six members of the 200 family, \(S=n^2=4\), so

\[
\frac1{d_{200}^2}
=\frac{4(1+2c)-4c}{a^2(1-c)(1+2c)}
=\frac{4(1+c)}{a^2(1-c)(1+2c)}. \tag{13}
\]

Since \((1-c)(1+2c)=1+c-2c^2\), this can be written as

\[
d_{200}=\frac a2\sqrt{1-\frac{2c^2}{1+c}}
=\frac a2\left[1-c^2+O(c^3)\right]. \tag{14}
\]

Unsplit does not mean unmoved. The line moves, but at fixed edge length the relative change of spacing is of second order. The choice of fixed quantity affects its coefficient. The determinant of \(G\) is the squared cell volume, so the eigenvalues above give a volume

\[
V=a^3(1-c)\sqrt{1+2c}
=a^3\left[1-\tfrac32c^2+O(c^3)\right].
\]

At fixed volume, \(a\) must grow by the relative amount \(c^2/2\), and \(d_{200}\) then falls by \(c^2/2\) instead of \(c^2\). In both cases there is no first-order shift.

### Small distortions as directional strain

Let \(d_0=a/\sqrt3\) be the cubic 111 spacing. Equation (10) gives

\[
\frac{d_{111}}{d_0}=\sqrt{1+2c}
=1+c-\frac{c^2}{2}+O(c^3). \tag{15}
\]

For (11), first expand the square:

\[
\begin{aligned}
\frac{d_{11\bar1}^2}{d_0^2}
&=\frac{1+c-2c^2}{1+5c/3}\\
&=(1+c-2c^2)\left(1-\frac{5c}{3}+\frac{25c^2}{9}\right)+O(c^3)\\
&=1-\frac{2c}{3}-\frac{8c^2}{9}+O(c^3).
\end{aligned}
\]

Using \(\sqrt{1+x}=1+x/2-x^2/8+\cdots\), the second-order coefficient of the root is \(-4/9-1/18=-1/2\). Thus

\[
\frac{d_{11\bar1}}{d_0}
=1-\frac c3-\frac{c^2}{2}+O(c^3). \tag{16}
\]

The factors \(1\) and \(-1/3\) have a simple origin. To first order, write \(G=a^2(I+2\varepsilon)\). Here \(\varepsilon\) is the strain matrix, and comparison with (6) gives \(\varepsilon=(c/2)(J-I)\). Also to first order, \(G^{-1}=(I-2\varepsilon)/a^2\). If \(\mathbf u=\mathbf h/\sqrt S\) is the unit normal in the original cube, (5) gives

\[
\frac{d}{d_{\rm cubic}}-1
\simeq \mathbf u^T\varepsilon\mathbf u
=\frac c2\left(\frac{n^2}{S}-1\right). \tag{17}
\]

The relative change of spacing is the strain along the plane normal. For 111 the bracket is \(3-1=2\), for \(11\bar1\) it is \(1/3-1=-2/3\), and for 200 it is \(1-1=0\). For \(c>0\) the distortion stretches one body diagonal, shortens the normal spacings along the other three, and leaves the cube-edge directions unstrained to first order.

The multiplicities balance the first-order changes:

\[
\frac{2d_{111}+6d_{11\bar1}}{8d_0}
=1-\frac{c^2}{2}+O(c^3). \tag{18}
\]

A broad, unresolved 111 line with the ideal intensity weights therefore keeps its mean spacing to first order, although it becomes wider.

The ratio of the two spacings, \(r=d_{111}/d_{11\bar1}\), eliminates the edge length. Dividing the square of (10) by that of (11) gives

\[
r^2=\frac{3+5c}{3(1-c)}
=1+\frac{8c}{3(1-c)},
\qquad
r=1+\frac{4c}{3}+O(c^2). \tag{19}
\]

Multiplying out, \(3r^2-3r^2c=3+5c\), so a measured ratio determines the angle through

\[
\cos\alpha=c=\frac{3(r^2-1)}{5+3r^2}. \tag{20}
\]

A scale error common to both spacings cancels in this determination. The two components must be correctly assigned: exchanging them replaces \(r\) by \(1/r\) and changes the sign of \(c\).

### What the pair of lines distinguishes

Among all cubic families, those of type \(h00\) are the ones that remain unsplit. If only one index is nonzero, every member has \(n^2=S\). If at least two are nonzero, compare the member with all signs positive with the member in which one nonzero index of size \(p\) is reversed. The first has \(|n|=s\), where \(s\) is the sum of the absolute indices. The second has \(|n|=|s-2p|\). Since \(0<p<s\), this is smaller than \(s\), and (9) gives a different spacing. An enumeration of 34 families, with absolute indices up to four and \(\alpha=89.5^\circ\), found the same division.

A family and a cubic powder line are not always the same thing. For example, 300 and 221 both have \(S=9\) and coincide in the cube. The 221 part can split although the 300 part does not. This complication is absent here: the only three squares summing to three are \(1,1,1\), and the only three summing to four are \(4,0,0\).

A tetragonal distortion has the opposite effect. For perpendicular edges \(a,a,a_z\),

\[
\frac1{d^2}=\frac{h^2+k^2}{a^2}+\frac{l^2}{a_z^2}. \tag{21}
\]

All eight 111 normals have squared indices \(1,1,1\), so their spacings agree. The 200 family divides into four normals along the two equal axes and two along the third.

The observed pattern can also be reversed into a statement about the cell. For a general homogeneous deformation, let \(M=G^{-1}\). An unsplit 200 line requires \(M_{11}=M_{22}=M_{33}\). The four pairs of 111 normals then differ through

\[
\begin{gathered}
M_{12}+M_{13}+M_{23},\qquad M_{12}-M_{13}-M_{23},\\
-M_{12}+M_{13}-M_{23},\qquad -M_{12}-M_{13}+M_{23}.
\end{gathered}
\]

If the last three are equal, subtracting them in pairs gives \(M_{12}=M_{13}=M_{23}\). This is the rhombohedral form. If a different pair is the odd one out, reversing one cell edge relabels it as \(\pm(111)\). Thus a 2:6 division of 111 spacings together with one 200 spacing identifies a rhombohedral metric, provided that all lines come from one homogeneous, stress-free phase. It does not determine the atomic positions or prove that the crystal is polar.

## II. From spacings to a measured powder line

### Symbols and results carried forward

The edge is \(a\), the angle between edges is \(\alpha\), and \(c=\cos\alpha\). The cubic 111 spacing is \(d_0=a/\sqrt3\), and \(n=h+k+l\). The two normals \(\pm(111)\) have spacing \(d_{111}\simeq d_0(1+c)\). The six normals of type \(11\bar1\) have \(d_{11\bar1}\simeq d_0(1-c/3)\). The six 200 normals have one spacing, which changes at order \(c^2\). These facts fix the positions and multiplicities. Whether a diffractometer shows two maxima also depends on the intensities and widths.

### Separation in angle

Let \(\lambda\) be the X-ray wavelength and \(\theta\) the Bragg angle, so that

\[
\lambda=2d\sin\theta. \tag{22}
\]

At fixed wavelength, differentiation gives \(0=\delta d/d+\cot\theta\,\delta\theta\), or \(\delta\theta=-\tan\theta\,\delta d/d\). A larger spacing therefore lies at a smaller angle. The detector angle is \(2\theta\). With \(\theta_0\) the cubic 111 Bragg angle, the separation is

\[
\Delta=2\theta_{11\bar1}-2\theta_{111}
\simeq2\tan\theta_0\left(c+\frac c3\right)
=\frac83c\tan\theta_0, \tag{23}
\]

in radians. For \(\alpha<90^\circ\), \(\Delta>0\): the twofold component lies on the low-angle side. For \(\alpha>90^\circ\), it lies on the high-angle side.

### Why multiplicity becomes intensity

In an ideal powder the crystallites have random orientations. A reflection contributes when its normal lies within a small range of the direction selected by the diffractometer. Each of the eight normals has the same probability of falling within a given small solid angle. The numbers of contributing crystallites are therefore in the ratio 2:6. In a sampling test with one million random directions and a cone of half-angle \(10^\circ\) around each normal, the sixfold-to-twofold count ratio was 3.010, against the expected 3. The counting error expected for this sample is about 0.03.

The measured integrated intensity also contains the scattering strength of the cell and an angular factor:

\[
\frac{I_{111}}{I_{11\bar1}}
=\frac26\,
\frac{|F_{111}|^2}{|F_{11\bar1}|^2}\,
\frac{P(\theta_{111})}{P(\theta_{11\bar1})}. \tag{24}
\]

Here \(F\) is the structure factor, the sum of the waves scattered by the atoms of one cell. Single scattering is assumed.

The angular factor for an unpolarized beam and a random powder has four parts. Averaging over the two polarizations gives \((1+\cos^2 2\theta)/2\). The normals of the reflecting grains lie at \(90^\circ-\theta\) from the incident beam, on a ring whose circumference is proportional to \(\cos\theta\). Turning a grain through \(\delta\omega\) moves \(\mathbf g\) through the reflection condition by \(|\mathbf g|\cos\theta\,\delta\omega=\sin2\theta\,\delta\omega/\lambda\), so integration over orientation gives \(1/\sin2\theta\). The diffracted cone is spread over a circumference proportional to \(\sin2\theta\), of which a detector of fixed height receives a fraction proportional to \(1/\sin2\theta\). Since \(\sin2\theta=2\sin\theta\cos\theta\), the product is, apart from a constant,

\[
P(\theta)=\frac{1+\cos^2 2\theta}{\sin^2\theta\cos\theta}. \tag{25}
\]

This assumes an illuminated volume that does not change with angle. In a symmetric measurement of a thin film with a beam of fixed width, the volume contains another factor \(1/\sin\theta\). For the small splitting below this changes the ratio by about 1%.

Equal structure factors and a slowly varying \(P\) reduce (24) to \(2/6=1/3\). The multiplicities are geometrical counts; the intensity ratio is this count multiplied by quantities that can vary.

A rhombohedral distortion divides the 111 line into components from two and six normals, with a known angular separation and an ideal intensity ratio of \(1/3\), while 200 stays single. It remains to find how wide the components are, when two maxima appear, and how other effects alter or imitate the splitting.
